\section*{The distribution $P(1/r^3)$: definition, scaling and the helium ground state, part 2}

The expectation value of $1/r^3$ diverges logarithmically when the density is finite at $r=0$. The same holds for $1/r_{12}^3$ in ground-state helium, where the operator enters the correction of order $\alpha^3$ hartree. It is replaced by a distribution $P(1/r^3)$, written $P$. Hartree atomic units are used, with lengths in bohr.

For a function $f(\mathbf r)$ with angular average $\bar f(r)$, suitably decaying and with $\bar f'$ bounded near the origin (a cusp is allowed),
\begin{equation}
\langle P,f\rangle=\lim_{a\to0}\langle P_a,f\rangle,\qquad
\langle P_a,f\rangle=\int_{r>a}d^3r\,\frac{f(\mathbf r)}{r^3}+4\pi f(0)\,(\gamma+\ln a).
\label{def}
\end{equation}
Here $a$ is the cutoff radius in bohr and $\gamma=-\int_0^\infty e^{-t}\ln t\,dt=0.57721566$. If $f(0)=0$, this is the ordinary integral. Every extension of $1/r^3$ that shares this property is $P+c\,\delta^3$. Equivalent forms are
\begin{equation}
\langle P,f\rangle=-4\pi\int_0^\infty(\gamma+\ln r)\,\bar f'(r)\,dr ,
\label{logform}
\end{equation}
\begin{equation}
P=\lim_{\epsilon\to0}\left[\frac{1}{r^{3-\epsilon}}-4\pi\,\delta^3(\mathbf r)\left(\frac1\epsilon-\gamma\right)\right].
\label{ana}
\end{equation}

On exponentials, with $n\ge1$ in the second line,
\begin{equation}
\langle P,e^{-kr}\rangle=\lim_{a\to0}4\pi\left[-\gamma-\ln k-\ln a+\gamma+\ln a\right]=-4\pi\ln k .
\label{expo}
\end{equation}
\begin{equation}
\langle P,r^ne^{-kr}\rangle=4\pi\int_0^\infty r^{n-1}e^{-kr}dr=\frac{4\pi\,\Gamma(n)}{k^n}.
\label{pow}
\end{equation}
For the $1s$ state with nuclear charge $Z$,
\begin{equation}
\langle P\rangle_{1s}=-4Z^3\ln(2Z),\qquad\langle\delta^3(\mathbf r)\rangle_{1s}=\frac{Z^3}{\pi}.
\label{hyd}
\end{equation}
Quadrature gives $-44.36142$ bohr$^{-3}$ for $Z=2$.

With $\hat f(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}f(\mathbf r)$, the transform is $\hat P(q)=4\pi(1-\ln q)$; a small cutoff $a$ adds $4\pi(qa)^2/12$ to leading order.

Under rescaling by $\lambda>0$,
\begin{equation}
\langle P,f(\lambda\,\cdot)\rangle=\langle P,f\rangle-4\pi\ln\lambda\;f(0).
\label{sc1}
\end{equation}
\begin{equation}
P\!\left(\frac1{(\lambda r)^3}\right)=\frac1{\lambda^3}\left[P\!\left(\frac1{r^3}\right)+4\pi\ln\lambda\;\delta^3(\mathbf r)\right].
\label{sc2}
\end{equation}

Below, $\Psi=\Gamma'/\Gamma$ is the digamma function, with $\Psi(1)=-\gamma$ and $\Psi(z+1)=\Psi(z)+1/z$. "The program" is the accompanying numerical check; its "shifted Gaussian" is $f=e^{-|\mathbf r-\mathbf b|^2}$ with $|\mathbf b|=0.8$ bohr.

Multiplying \eqref{sc2} by $\lambda^3$ and differentiating at $\lambda=1$ gives the infinitesimal form
\begin{equation}
(\mathbf r\cdot\nabla+3)\,P=4\pi\,\delta^3(\mathbf r),
\label{euler}
\end{equation}
whereas a homogeneous object of degree $-3$ has zero on the right. The relation can be checked without \eqref{sc2}. For a smooth $f$, moving the derivative onto $f$ gives $\langle(\mathbf r\cdot\nabla+3)P,f\rangle=-\langle P,\nabla\cdot(\mathbf rf)\rangle+3\langle P,f\rangle=-\langle P,\mathbf r\cdot\nabla f\rangle$. The function $\mathbf r\cdot\nabla f$ vanishes at the origin and has the angular average $r\bar f'(r)$, so $\langle P,\mathbf r\cdot\nabla f\rangle=4\pi\int_0^\infty\bar f'dr=-4\pi f(0)$, a value the program also asserts for the shifted Gaussian. No other convention removes the logarithm. Every extension of the kind described above is $P+c\,\delta^3$, and $\langle\delta^3,f(\lambda\,\cdot)\rangle=f(0)$ is independent of $\lambda$, so the term $c\,\delta^3$ enters both sides of \eqref{sc1} equally.

For two electrons $P(1/r_{12}^3)$ acts on the density of the relative coordinate,
\begin{equation}
h(\mathbf r)=\int d^3r_1\,d^3r_2\,|\psi(\mathbf r_1,\mathbf r_2)|^2\,\delta^3(\mathbf r_1-\mathbf r_2-\mathbf r),
\end{equation}
so that $\langle P\rangle=\langle P,h\rangle$ and $\langle\delta^3(\mathbf r_{12})\rangle=h(0)$. The normalized state compressed by $\lambda$ is $\psi_\lambda=\lambda^3\psi(\lambda\mathbf r_1,\lambda\mathbf r_2)$. With $\mathbf r_i'=\lambda\mathbf r_i$ the factor $\lambda^6$ from $|\psi_\lambda|^2$ cancels against the Jacobian, and $\delta^3(\mathbf x/\lambda)=\lambda^3\delta^3(\mathbf x)$ leaves $h_\lambda(\mathbf r)=\lambda^3h(\lambda\mathbf r)$. The same holds for a one-electron density, and for $N$ electrons with $\lambda^{3N/2}$ in $\psi_\lambda$. Equation \eqref{sc1} then gives
\begin{equation}
\langle P\rangle_\lambda=\lambda^3\left[\langle P\rangle-4\pi\ln\lambda\,\langle\delta^3\rangle\right].
\label{sc3}
\end{equation}
The $1s$ state with $Z=2$ is the $Z=1$ state compressed by $\lambda=2$. There $\langle\delta^3\rangle=0.318310$ bohr$^{-3}$ is $1/\pi$, so $4\pi\ln2\,\langle\delta^3\rangle=4\ln2$, which by \eqref{hyd} equals $-\langle P\rangle_{Z=1}=2.77259$. Hence $\langle P\rangle_{Z=2}=8\,(-2.77259-2.77259)=-44.3614$ bohr$^{-3}$, in agreement with the quadrature, while the power rule alone would give half of it. The anomaly is absent when the density vanishes at the origin, as for one-electron states with orbital angular momentum $l>0$ and for triplet states of helium, whose spatial function is antisymmetric and so has $h(0)=0$.

The same law governs the unit of length. The logarithm in \eqref{def} is really $\ln(a/\ell)$ with $\ell$ a unit, so far the bohr $a_0$. Calling the result $P_\ell$, the identity $\ln(a/\ell)=\ln(a/\ell')+\ln(\ell'/\ell)$ gives $P_\ell=P_{\ell'}+4\pi\ln(\ell'/\ell)\,\delta^3$, with transform $4\pi[1-\ln(q\ell)]$. The symbol $P(1/r^3)$ therefore has no definite meaning until $\ell$ is named. The other natural unit in this problem is the reduced Compton wavelength $\hbar/mc=\alpha a_0$, with $\alpha$ the fine-structure constant and $m$ the electron mass. A point with coordinate $\mathbf r$ in bohr has coordinate $\mathbf x=\mathbf r/\alpha$ in that unit, the wave function in the new coordinates is $\alpha^3\psi(\alpha\mathbf x_1,\alpha\mathbf x_2)$, and this is $\psi_\lambda$ with $\lambda=\alpha$. The expectation value computed from \eqref{def} entirely in Compton units is
\begin{equation}
\langle P\rangle_C=\alpha^3\left[\langle P\rangle-4\pi\ln\alpha\,\langle\delta^3(\mathbf r_{12})\rangle\right],
\label{comp}
\end{equation}
where the quantities on the right are in atomic units. This ties together two terms of the helium energy. The correction of order $\alpha^3$ hartree contains, among other terms,
\begin{equation}
\Delta E=\alpha^3\left[\frac{14}{3}\ln\alpha\,\langle\delta^3(\mathbf r_{12})\rangle-\frac{7}{6\pi}\left\langle P\!\left(\frac1{r_{12}^3}\right)\right\rangle\right],
\label{DE}
\end{equation}
the second part being the Araki--Sucher term. The coefficients $14/3$ and $7/6\pi$ are taken over from the quantum electrodynamic calculation of photon exchange between the electrons and are not derived here. What the scaling law shows is that they fit together: $\frac{7}{6\pi}\cdot4\pi=\frac{14}{3}$, so
\begin{equation}
\Delta E=-\frac{7}{6\pi}\,\alpha^3\left[\langle P\rangle-4\pi\ln\alpha\,\langle\delta^3(\mathbf r_{12})\rangle\right]=-\frac7{6\pi}\langle P\rangle_C\ \text{hartree}.
\label{DE2}
\end{equation}
The pair is a single operator, proportional to $1-\ln(q\hbar/mc)$ in momentum space. The term in $\ln\alpha$ is the integral $4\pi h(0)\int dr/r=-4\pi h(0)\ln\alpha$ taken between the Compton wavelength and the bohr, with $h$ held at its value at the origin. Equation \eqref{DE} is not the whole correction of this order, which also holds a term in $\delta^3(\mathbf r_{12})$ with a constant coefficient and electron--nucleus delta-function terms, whose coefficient contains a constant, a further $\ln\alpha$ and the Bethe logarithm; the constant in front of $\langle\delta^3(\mathbf r_{12})\rangle$ among those terms must refer to the convention \eqref{def}.

As an example take the ground state of helium, $Z=2$, with the nonrelativistic Hamiltonian and infinite nuclear mass. The simplest description is the product $\psi\propto e^{-\zeta(r_1+r_2)}$. With $k=2\zeta$ each electron has the density $\rho=(k^3/8\pi)e^{-kr}$, and $h(\mathbf r)=\int d^3r_2\,\rho(\mathbf r_2+\mathbf r)\rho(\mathbf r_2)$ has the transform $\hat\rho(q)^2$, since $\hat\rho$ is real and even. The transforms needed follow from that of $e^{-kr}/(4\pi r)$, which is $q^{-1}\int_0^\infty e^{-kr}\sin qr\,dr=(k^2+q^2)^{-1}$. The operator $D=-\frac1{2k}\partial_k$ obeys $D(k^2+q^2)^{-n}=n(k^2+q^2)^{-n-1}$, so applying $D$, $D/2$ and $D/3$ in turn to both members of the pair gives
\begin{align}
(k^2+q^2)^{-2}&\ \leftrightarrow\ \frac{e^{-kr}}{8\pi k},\\
(k^2+q^2)^{-3}&\ \leftrightarrow\ \frac{1}{4k}\,\frac{e^{-kr}}{8\pi}\left(\frac rk+\frac1{k^2}\right)=\frac{e^{-kr}(1+kr)}{32\pi k^3},\\
(k^2+q^2)^{-4}&\ \leftrightarrow\ \frac1{6k}\,\frac{e^{-kr}(3+3kr+k^2r^2)}{32\pi k^4}=\frac{e^{-kr}\left(1+kr+\frac13k^2r^2\right)}{64\pi k^5},
\end{align}
where the last line uses $\partial_k[e^{-kr}(1+kr)k^{-3}]=-e^{-kr}(k^2r^2+3kr+3)k^{-4}$. The first line gives $\hat\rho=k^4/(k^2+q^2)^2$. Multiplying the last by $k^8$, with $k^3/64\pi=\zeta^3/8\pi$ and $u=r_{12}$,
\begin{equation}
h(u)=\frac{\zeta^3}{8\pi}\,e^{-ku}\left(1+ku+\tfrac13k^2u^2\right).
\end{equation}
The exponent is fixed by the energy. Each electron has kinetic energy $\zeta^2/2$, because $|\nabla e^{-\zeta r}|^2=\zeta^2e^{-2\zeta r}$, and $\langle1/r\rangle=4\pi(k^3/8\pi)/k^2=\zeta$. The repulsion is $4\pi\int hu\,du=\frac{\zeta^3}{2}(1+2+2)/k^2=5\zeta/8$. The sum $E=\zeta^2-4\zeta+\frac58\zeta=\zeta^2-\frac{27}{8}\zeta$ has its minimum $-\zeta^2=-2.847656$ hartree at $\zeta=27/16=1.6875$ bohr$^{-1}$. By \eqref{expo} and \eqref{pow} the three terms of $h$ contribute $-\ln k$, $1$ and $\frac13$:
\begin{equation}
\langle P\rangle=\frac{\zeta^3}{2}\left(\frac43-\ln2\zeta\right),\qquad\langle\delta^3(\mathbf r_{12})\rangle=\frac{\zeta^3}{8\pi}.
\label{prod}
\end{equation}
With $\zeta^3=4.80542$ and $\ln2\zeta=1.21640$, $\langle P\rangle=2.40271\times(1.33333-1.21640)=0.2810$ bohr$^{-3}$ and $\langle\delta^3(\mathbf r_{12})\rangle=4.80542/8\pi=0.19120$ bohr$^{-3}$. The value of $\langle P\rangle$ is small because $\ln2\zeta$ lies close to $4/3$ when lengths are in bohr; with a unit $\ell$ the bracket becomes $\frac43-\ln(2\zeta\ell)$, so the near cancellation depends on the unit and is absent, for example, for the Compton wavelength.

The product cannot be accurate near $u=0$. In the relative coordinate the kinetic energy is $-\nabla_u^2$, the reduced mass being $1/2$. For $\psi\approx\psi_0(1+cu)$ one has $\nabla_u^2u=2/u$, and the terms in $1/u$ cancel in the Schr\"odinger equation only if $-2c+1=0$. The exact singlet function therefore has a cusp with $c=1/2$, which the product lacks. A Hylleraas basis contains the odd powers of $u$ that describe it. With $s=r_1+r_2$ and $t=r_1-r_2$,
\begin{equation}
\psi=e^{-\zeta s}\sum C_{lbc}\,s^lt^bu^c,\qquad l+b+c\le\Omega ,
\end{equation}
where $b$ is even so that $\psi$ is symmetric under exchange, $\zeta$ is kept at $27/16$, and $\Omega=0$ is the product. For a function of $r_1,r_2,u$ alone, $d^3r_1d^3r_2=4\pi r_1^2dr_1\,2\pi r_2^2dr_2\,d\cos\theta$ with $\theta$ the angle between the position vectors. From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ follows $|d\cos\theta|=u\,du/(r_1r_2)$, and with $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\frac12ds\,dt$ the volume element becomes $\pi^2u(s^2-t^2)\,ds\,dt\,du$ on $|t|\le u\le s$. All integrands are even in $t$, so the range is folded to $0\le t\le u$, and the resulting common factor $2\pi^2$ drops out of every normalized expectation value. All matrix elements reduce to
\begin{equation}
I(a,b,c)=\int_0^\infty\!ds\,e^{-ks}s^a\int_0^s\!du\,u^c\int_0^u\!dt\,t^b=\frac{\Gamma(a+b+c+3)}{(b+1)(b+c+2)\,k^{a+b+c+3}},
\label{Iabc}
\end{equation}
where the $t$ integral gives $u^{b+1}/(b+1)$, the $u$ integral $s^{b+c+2}/(b+c+2)$, and the $s$ integral a gamma function; $a$, $b$, $c$ are now exponents. The potential $-Z(1/r_1+1/r_2)+1/u=-4Zs/(s^2-t^2)+1/u$ times the weight $u(s^2-t^2)$ is $-4Zsu+s^2-t^2$. For the kinetic energy $\frac12(|\nabla_1\psi|^2+|\nabla_2\psi|^2)$, with subscripts for partial derivatives, $\nabla_1\psi=\psi_{r_1}\hat{\mathbf r}_1+\psi_u(\mathbf r_1-\mathbf r_2)/u$, and the cosine rule gives $\hat{\mathbf r}_1\cdot(\mathbf r_1-\mathbf r_2)/u=(r_1^2+u^2-r_2^2)/(2r_1u)=(u^2+st)/[(s+t)u]$; for electron 2 the corresponding factor is $(u^2-st)/[(s-t)u]$. With $\psi_{r_1}=\psi_s+\psi_t$ and $\psi_{r_2}=\psi_s-\psi_t$ the squared terms sum to $\psi_s^2+\psi_t^2+\psi_u^2$, and the cross terms are
\begin{equation}
\frac{\psi_u}{u}\left[(\psi_s+\psi_t)\frac{u^2+st}{s+t}+(\psi_s-\psi_t)\frac{u^2-st}{s-t}\right]
=\frac{\psi_u\left[2s(u^2-t^2)\psi_s+2t(s^2-u^2)\psi_t\right]}{u(s^2-t^2)},
\end{equation}
because $(u^2+st)(s-t)+(u^2-st)(s+t)=2s(u^2-t^2)$ and $(u^2+st)(s-t)-(u^2-st)(s+t)=2t(s^2-u^2)$. The denominator cancels against the weight, so every term is again of the type \eqref{Iabc}, and the coefficients $C_{lbc}$ come from the lowest root of the generalized eigenvalue problem formed by the Hamiltonian and overlap matrices.

The matrix of $P$ follows from \eqref{ana}. If the product of two basis functions is $e^{-ks}s^at^bu^c$, the element of $u^{-3+\epsilon}$ is $I(a+2,b,c-2+\epsilon)-I(a,b+2,c-2+\epsilon)$. The second term has the denominator $(b+3)(b+c+2+\epsilon)$ and is finite at $\epsilon=0$. The first has $(b+1)(b+c+\epsilon)$ and is finite unless $b=c=0$, in which case
\begin{equation}
I(a+2,0,-2+\epsilon)=\frac{\Gamma(a+3+\epsilon)}{\epsilon\,k^{a+3+\epsilon}}=A\left[\frac1\epsilon+\Psi(a+3)-\ln k\right]+O(\epsilon),\qquad A=\frac{\Gamma(a+3)}{k^{a+3}} .
\end{equation}
By \eqref{ana} the coefficient of $1/\epsilon$ is $4\pi$ times the matrix element of $\delta^3(\mathbf r_{12})$, so that element is $A/4\pi$, and subtracting $A(1/\epsilon-\gamma)$ leaves $A[\Psi(a+3)+\gamma-\ln k]$. For $\Omega=0$, $A=2/k^3$, $\Psi(3)+\gamma=1+\frac12$, $I(0,2,-2)=2/(6k^3)$, and the overlap is $I(2,0,1)-I(0,2,1)=120\,(\frac13-\frac1{15})/k^6=32/k^6$. The ratio is $\frac{k^3}{16}(\frac32-\frac16-\ln k)$, which is \eqref{prod}. The results are:
\begin{center}
\begin{tabular}{ccccc}
$\Omega$ & functions & $E$ (hartree) & $\langle\delta^3(\mathbf r_{12})\rangle$ (bohr$^{-3}$) & $\langle P\rangle$ (bohr$^{-3}$)\\
0 & 1 & $-2.847656$ & 0.19120 & 0.28097\\
2 & 7 & $-2.903218$ & 0.11239 & 0.86222\\
4 & 22 & $-2.903686$ & 0.10790 & 0.94849\\
6 & 50 & $-2.903719$ & 0.10692 & 0.97195
\end{tabular}
\end{center}
The program checks the energies against a Hamiltonian applied by finite differences in Cartesian coordinates, the delta values against a quadrature of $h(0)$, and for $\Omega=0$ and $6$ the values of $\langle P\rangle$ against the cutoff definition \eqref{def} applied to $h(u)$.

The digits in the table belong to the stated basis, not to the atom. From $\Omega=4$ to $6$ the energy moves by $3.3\times10^{-5}$ hartree, about one part in $10^5$ of its value, while $\langle\delta^3\rangle$ falls by $0.00099$ (from the unrounded values), or $0.9\%$ of its last value, and $\langle P\rangle$ rises by $0.023$, or $2.4\%$ of its last value. A difference of this kind is expected. If the normalized trial function is $\psi_0+\chi$ with $\psi_0$ the eigenfunction, then $(H-E_0)\psi_0=0$ removes the linear terms and $E-E_0=\langle\chi|H-E_0|\chi\rangle$ is quadratic in $\chi$, whereas an operator $O$ that does not have $\psi_0$ as an eigenfunction changes by $2\,\mathrm{Re}\langle\psi_0|O|\chi\rangle$ in first order. The energies are upper bounds to the nonrelativistic ground-state energy; the other two columns obey no bound, and $\langle P\rangle$ is still rising at $\Omega=6$, so its second figure is not settled. Extending the same basis to $\Omega=16$ (525 functions) raises $\langle P\rangle$ by a further $0.016$, to $0.988$ bohr$^{-3}$, and lowers $\langle\delta^3\rangle$ by $0.0005$, to $0.1064$ bohr$^{-3}$. The growth by more than a factor of three from the product to the correlated functions is consistent with \eqref{logform}, in which a positive slope $h'(u)$ at small $u$, as the cusp produces, meets a large positive weight $-(\gamma+\ln u)$. That this region accounts for most of the change is a conjecture, since the contribution was not isolated.

The scaling law does not depend on convergence, because it holds for any admissible function, and it is applied to the $\Omega=6$ function. For $\lambda=1.5$, $\ln\lambda=0.40547$ and $-4\pi\ln\lambda\,\langle\delta^3\rangle=-0.54476$ bohr$^{-3}$, so \eqref{sc3} gives $\langle P\rangle_\lambda/\lambda^3=0.97195-0.54476=0.4272$ bohr$^{-3}$; cutoff quadrature on the compressed state gives $0.42718$. For this state, with $\ell$ the bohr, a compression by the factor $1.5$ thus removes more than half of the value that the power rule would assign. For $\lambda=\alpha=0.00729735$, $\ln\alpha=-4.92024$ and the shift is $+6.61057$ bohr$^{-3}$, so
\begin{equation}
\frac{\langle P\rangle_C}{\alpha^3}=0.97195+6.61057=7.58252 ,
\end{equation}
which the quadrature on the expanded state reproduces. With $\alpha^3=3.885939\times10^{-7}$ this is $\langle P\rangle_C=2.94652\times10^{-6}$ in inverse cubic reduced Compton wavelengths. The two terms of \eqref{DE} are
\begin{align}
\alpha^3\,\tfrac{14}{3}\ln\alpha\,\langle\delta^3\rangle&=3.885939\times10^{-7}\times\tfrac{14}{3}\times(-4.92024)\times0.10692=-9.540\times10^{-7}\ \text{hartree},\\
-\alpha^3\,\tfrac{7}{6\pi}\langle P\rangle&=-3.885939\times10^{-7}\times\tfrac7{6\pi}\times0.97195=-1.403\times10^{-7}\ \text{hartree},
\end{align}
and their sum, $-1.0942\times10^{-6}$ hartree in this basis, equals $-\frac{7}{6\pi}\times2.94652\times10^{-6}$ as \eqref{DE2} requires. In frequency units it is $-7200$ MHz for $\Omega=6$; the basis with $\Omega=16$ moves it to about $-7183$ MHz. The logarithmic term supplies $6.61$ of the $7.58$, and $\langle\delta^3\rangle$ enters the bracket with the factor $-4\pi\ln\alpha\approx61.8$, so its small change with the basis can outweigh that of $\langle P\rangle$. From $\Omega=4$ to $6$ the bracket in \eqref{DE2} changes by $+0.0235-4\pi\times4.92\times0.000986=0.0235-0.0610=-0.0375$ (with the unrounded change of $\langle\delta^3\rangle$), half a percent of $7.58$; the two changes partly cancel, and their magnitudes add to about one percent of $7.58$. This last step is an indication of the basis error and not a bound on it, and it supports two figures: $-1.1\times10^{-6}$ hartree, or $-7.2$ GHz, for this pair of terms in the helium ground state.

\section*{Computed results}
\begin{verbatim}
gamma from its integral = 0.57721566
q = 0.3 1/bohr: FT quadrature 27.6959391, 4pi(1-ln q) 27.6959391
q = 1.0 1/bohr: FT quadrature 12.5663706, 4pi(1-ln q) 12.5663706
q = 3.0 1/bohr: FT quadrature -1.2391986, 4pi(1-ln q) -1.2391986
remainder q=3, a=0.01: 9.42457e-04, 4pi(qa)^2/12 = 9.42478e-04
shifted Gaussian b = 0.8 bohr: f(0) = 0.527292, <P,f> = 3.531525
1s Z=1: <delta> = 0.318310, <P> = -2.77259 bohr^-3
1s Z=2: <delta> = 2.546479, <P> = -44.36142 bohr^-3
helium: zeta = 1.6875 1/bohr, zeta^3 = 4.80542, ln(2 zeta) = 1.21640
Omega=0 (1 functions): E = -2.847656 hartree, <delta> = 0.19120, <P> = 0.28097 bohr^-3
Omega=2 (7 functions): E = -2.903218 hartree, <delta> = 0.11239, <P> = 0.86222 bohr^-3
Omega=4 (22 functions): E = -2.903686 hartree, <delta> = 0.10790, <P> = 0.94849 bohr^-3
Omega=6 (50 functions): E = -2.903719 hartree, <delta> = 0.10692, <P> = 0.97195 bohr^-3
lam = 1.5: ln lam = 0.40547, -4pi ln(lam)<delta> = -0.54476 bohr^-3
  <P>_lam/lam^3: quadrature 0.42718, scaling law 0.42718 bohr^-3
lam = 0.00729735: ln lam = -4.92024, -4pi ln(lam)<delta> = 6.61057 bohr^-3
  <P>_lam/lam^3: quadrature 7.58252, scaling law 7.58252 bohr^-3
alpha^3 = 3.885939e-07; <P> in Compton units = 2.94652e-06 (reduced Compton length)^-3
alpha^3 (14/3) ln(alpha) <delta> = -9.5396e-07 hartree
-alpha^3 (7/6pi) <P> = -1.4026e-07 hartree
sum = -1.0942e-06 hartree = -7200 MHz
-(7/6pi) <P>_Compton = -1.0942e-06 hartree
\end{verbatim}
